# Partial-wave truncation for Dirac hydrogen in strong magnetic fields

Before a Dirac atom in a strong uniform magnetic field is computed in spherical waves, two numbers must be fixed: how many angular channels the upper component gets, and how many the lower. The first sets the cost. The second decides whether the energy approaches its limit from above or can lie far below it. For hydrogen at a field of \(100\) atomic units, one channel in each component gives \(-6.68\) hartree, while the converged energy is \(-3.79\) hartree. What that choice omits shows how the scheme should be built.

## The coupled channels

An electron of charge \(-1\) moves around a fixed point nucleus of charge \(Z\). Hartree atomic units are used, with \(c=137.036\) and the field unit \(\hbar/(ea_0^2)=2.3505\times10^5\) T. With \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\), \(\mathbf B=B\hat z\), and the rest energy removed,
\[
H=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+(\beta-1)c^2-Z/r .
\]
Nuclear motion and size and all radiative effects are left out.

The field conserves the angular momentum projection \(m\) and parity, but mixes \(j\). We write the upper spinor as \(\sum_\kappa (P_\kappa/r)\Omega_{\kappa m}\) and the lower as \(\sum_\kappa (iQ_\kappa/r)\Omega_{-\kappa m}\). The spherical spinors obey \(\sigma_r\Omega_\kappa=-\Omega_{-\kappa}\) and \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa\). Since \(\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\),
\[
\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\Omega_\kappa
=-i\sigma_r\frac1r\Big(P'-\frac Pr+\frac{\kappa+1}{r}P\Big)\Omega_\kappa
=\frac ir\Big(P'+\frac\kappa rP\Big)\Omega_{-\kappa}.
\]

For the field term, \(\boldsymbol\sigma\cdot\mathbf A=\tfrac12Br\,\boldsymbol\sigma\cdot(\hat z\times\hat r)\). The products \(\sigma_z\sigma_r\) and \(\sigma_r\sigma_z\) equal \(\cos\theta\pm i\boldsymbol\sigma\cdot(\hat z\times\hat r)\), so half their difference gives
\[
\langle-\kappa|\boldsymbol\sigma\cdot(\hat z\times\hat r)|\kappa'\rangle
=-\tfrac i2\langle-\kappa|\sigma_z\sigma_r-\sigma_r\sigma_z|\kappa'\rangle
=iM_{\kappa\kappa'},
\]
\[
M_{\kappa\kappa'}=\tfrac12\left(S_{-\kappa,-\kappa'}-S_{\kappa\kappa'}\right),\qquad S_{\kappa\kappa'}=\langle\kappa|\sigma_z|\kappa'\rangle .
\]

The operator \(\sigma_z\) keeps \(l\). The two spinors with the same \(l\) have spin amplitudes \((a,d)\) for \(j=l+\tfrac12\) and \((-d,a)\) for \(j=l-\tfrac12\), with \(a^2=(l+m+\tfrac12)/(2l+1)\) and \(d^2=1-a^2\). Hence \(S_{\kappa\kappa}=\pm(a^2-d^2)=-2m/(2\kappa+1)\) for either sign of \(\kappa\), and the off-diagonal element is \(-2ad=-\sqrt{1-4m^2/(2l+1)^2}\). The diagonal of \(M\) is
\[
M_{\kappa\kappa}=\frac12\Big(\frac{2m}{2\kappa-1}+\frac{2m}{2\kappa+1}\Big)=\frac{4m\kappa}{4\kappa^2-1}.
\]

Off the diagonal, either \(\kappa,\kappa'\) share an \(l\), so \(\kappa'=-\kappa-1\), or \(-\kappa,-\kappa'\) do, so \(\kappa'=1-\kappa\). Starting from \(\kappa=-1\), these rules generate \(-1,2,-3,4,\ldots\): one channel for each \(j\), labelled by \(k=|\kappa|=j+\tfrac12\). In this order \(M\) is tridiagonal, with
\[
M_{k,k+1}=\pm\tfrac12\sqrt{1-\frac{4m^2}{(2k+1)^2}},
\]
plus when channel \(k\) has \(\kappa>0\), minus when \(\kappa<0\). From here on \(m=-\tfrac12\) and the upper component has even \(l\). This sector contains the ground state.

## One scaling, two parameters

We set \(r=x/Z\), \(E=Z^2\varepsilon\), \(b=B/Z^2\), \(\zeta=Z/c\). With \(P\) and \(Q\) as vectors over channels, the Dirac equation becomes
\[
\frac1\zeta D^\dagger Q-\frac1xP=\varepsilon P,\qquad
\frac1\zeta DP-\Big(\frac1x+\frac2{\zeta^2}\Big)Q=\varepsilon Q,
\]
\[
D=\frac{d}{dx}+\frac\kappa x+\frac{bx}{2}M .
\]
The strength of the field relative to the Coulomb force is therefore measured by \(b\). A lowest Landau function \(e^{-b\rho^2/4}\), with \(\rho\) the scaled distance from the field axis, has \(\langle\rho^2\rangle=2/b\). Near \(b=1\) this width is comparable with the Bohr radius, which is 1 in these units.

The weak-field limit fixes the sign. At \(b=0\) the ground state has \(P\propto x^\gamma e^{-x}\) and \(Q=-\zeta P/(1+\gamma)\), with \(\gamma=\sqrt{1-\zeta^2}\). Because \(1+\zeta^2/(1+\gamma)^2=2/(1+\gamma)\), normalization of \(P^2+Q^2\) gives \(\int xPQ\,dx=-\tfrac\zeta2\langle x\rangle=-\zeta(1+2\gamma)/4\). With \(M_{11}=\tfrac23\), first-order perturbation theory yields
\[
\frac{d\varepsilon}{db}=\frac2\zeta\int\frac x2M_{11}PQ\,dx=-\frac{1+2\gamma}{6}.
\]
For \(\zeta\to0\) this is \(-\tfrac12\), the energy of a spin antiparallel to the field.

## What equal truncation loses

The obvious truncation keeps \(k\le K\) in both components. Take \(K=1\). Then \(D=d/dx-1/x+bx/3\), and
\[
P\propto x\,e^{-bx^2/6}\quad\Rightarrow\quad DP=0 .
\]
The function is localized in all three directions, yet in this truncation it has no kinetic energy. With \(Q=0\) its energy is purely Coulombic:
\[
-\Big\langle\frac1x\Big\rangle=-\frac{\int_0^\infty x\,e^{-bx^2/3}dx}{\int_0^\infty x^2e^{-bx^2/3}dx}
=-\frac{3/(2b)}{\tfrac{\sqrt\pi}4(3/b)^{3/2}}=-2\sqrt{\frac b{3\pi}} .
\]
At \(b=100\) this is \(-6.51\), already far below the true energy, and it falls as \(-\sqrt b\).

The missing piece is easy to trace. The matrix \(M\) takes upper channel 1 into lower channels 1 and 2. The second image, \((bx/2)M_{21}P\), has been discarded. As \(M_{21}^2=\tfrac14(1-\tfrac19)=\tfrac29\), its nonrelativistic energy density is
\[
\frac12\,\frac{b^2x^2}{4}\,\frac29P^2=\frac{b^2x^2}{36}P^2 .
\]
The retained part contributes \(\tfrac12(bx/3)^2P^2=b^2x^2P^2/18\). Together they make \(b^2x^2P^2/12\), which is the angular average of the diamagnetic term \(b^2\rho^2/8\), because \(\langle\sin^2\theta\rangle=\tfrac23\). Equal truncation drops one third of it.

The cure follows from the shape of \(M\). Being tridiagonal, it sends \(K\) upper channels into \(K+1\) lower ones and no further. One extra lower channel closes the set.

## Eliminating the lower component

To turn this closure into a bound, solve the lower equation for \(Q\):
\[
Q=\zeta W\,DP,\qquad W(x)=\frac1{2+\zeta^2(\varepsilon+1/x)} .
\]
Inserting it into the upper equation gives \(A(\varepsilon)P=\varepsilon P\). Integrating by parts, with \(P\) vanishing at both ends, gives
\[
\langle P|A(\varepsilon)|P\rangle=\int W|DP|^2dx-\int\frac{|P|^2}{x}dx .
\]
For \(\varepsilon>-2/\zeta^2\), above the negative continuum, \(W\) is positive. Let \(\mu(\varepsilon)\) be the lowest value of this form at \(\int|P|^2=1\). Only \(W\) depends explicitly on \(\varepsilon\), so for the minimizing \(P\)
\[
\frac{d\mu}{d\varepsilon}=-\zeta^2\int W^2|DP|^2dx=-\|Q\|^2 .
\]
The function \(\mu(\varepsilon)-\varepsilon\) decreases strictly, so it has at most one zero. If a zero \(\varepsilon_1\) exists, it is the lowest bound energy above \(-2/\zeta^2\): any other bound solution there makes \(\varepsilon\) an eigenvalue of \(A(\varepsilon)\), so \(\varepsilon\ge\mu(\varepsilon)\), which requires \(\varepsilon\ge\varepsilon_1\). Newton's method finds the zero with
\[
\varepsilon\leftarrow\varepsilon+\frac{\mu(\varepsilon)-\varepsilon}{1+\|Q\|^2}.
\]

Now let the upper space grow from \(K\) to \(K+1\) channels, with its lower space closed each time. The old trial functions remain available with unchanged energy, so \(\mu_{K+1}\le\mu_K\) at every \(\varepsilon\). At the old root, \(\mu_{K+1}(\varepsilon_K)\le\varepsilon_K\), and the new root cannot lie higher. The energies therefore descend towards the limit. A finite radial basis for \(P\) keeps the upper bound, provided \(DP\) is evaluated without projection. Equal truncation removes a positive term from \(\int W|DP|^2\), so its energy is never above the closed one and nothing holds it above the limit.

The argument assumes a root above the negative continuum. For a point nucleus it needs \(\zeta<1\), and in a sufficiently strong field the level could reach that continuum even then.

The calculations below expand each \(P_\kappa\) in B-splines of degree 7 on 40 intervals, graded exponentially from the nucleus to \(x=20\). Integrals use Gauss–Legendre quadrature, and a sparse shift-and-invert eigensolver supplies \(\mu\). At \(b=100\), in units of \(Z^2\) hartree, hydrogen gives:

| \(K\) | closed | equal |
|---|---:|---:|
| 1 | 3.864 | −6.676 |
| 5 | −2.703 | −4.451 |
| 17 | −3.767 | −3.802 |

The limit is \(-3.7898\). At \(K=17\) the equal truncation happens to be nearer, 0.013 below against 0.023 above. The table shows only odd \(K\). For even \(K\) the equal truncation can lie above the limit instead, at \(-1.985\) for \(K=4\) and \(-3.772\) for \(K=16\). Only the closed value says on which side the limit lies.

## What a truncation error measures

Let \(P\) be the normalized exact upper function and \(\varepsilon\) its energy. Let \(\chi\) be its part in channels beyond \(K\), with weight \(w=\langle\chi|\chi\rangle\). Because \((A-\varepsilon)P=0\), the retained part satisfies
\[
\langle P-\chi|A-\varepsilon|P-\chi\rangle=\langle\chi|A-\varepsilon|\chi\rangle .
\]
Its norm squared is \(1-w\), and it is an allowed trial function. Conversely, any normalized function in the retained space has squared overlap at most \(1-w\) with \(P\), so at least \(w\) of it lies at or above the next eigenvalue of \(A(\varepsilon)\), a distance \(\Delta\) higher. Thus
\[
\Delta\,w\le\mu_K(\varepsilon)-\varepsilon\le\frac{\langle\chi|A-\varepsilon|\chi\rangle}{1-w}.
\]
Since \(\varepsilon_K\ge\varepsilon\) and \(\mu_K\) decreases, \(\varepsilon_K=\mu_K(\varepsilon_K)\le\mu_K(\varepsilon)\), so the upper bound holds for \(\varepsilon_K-\varepsilon\) as well. The lower bound must be divided by \(1+q\), where \(q\) is the largest \(\|Q\|^2\) between the two energies. For hydrogen this correction is negligible here.

With the largest calculation standing in for the exact function, hydrogen at \(b=100\), \(K=21\) has \(w=5.8\times10^{-5}\), which rises to \(6.0\times10^{-5}\) when the reference is converged in \(l\). The bounds are \(2.3\times10^{-4}\) and \(3.2\times10^{-2}\), and the error is \(7.4\times10^{-3}\), all energies in hartree. A small missing weight can carry a large energy, because the missing waves supply the cancellation that keeps the transverse motion in its lowest level.

## Why the tail is long

Far along the field the state approaches a lowest Landau function with spin down, \(g(z)e^{-b\rho^2/4}\). In the nonrelativistic limit \(g\) obeys \(-\tfrac12g''-g/|z|=\varepsilon g\). There is no transverse energy, because the spin energy \(-b/2\) cancels the zero-point energy \(b/2\); hence \(-\varepsilon\) is the binding energy. Inserting \(g=z^\nu e^{-\lambda z}\), with \(g''\simeq(\lambda^2-2\lambda\nu/z)g\), gives \(\lambda^2=-2\varepsilon\) and \(\nu=1/\lambda\).

On a sphere of radius \(x\) with \(bx^2\gg1\), this function occupies two polar caps, where \(\rho\simeq x\theta\). There \(P_l(\cos\theta)\simeq J_0(L\theta)\) with \(L=l+\tfrac12\), and the amplitude of even \(l\) is proportional to
\[
\int_0^\infty\theta\,e^{-bx^2\theta^2/4}J_0(L\theta)\,d\theta=\frac2{bx^2}e^{-L^2/(bx^2)} .
\]
Squaring, and multiplying by \(L\) for the normalization of the Legendre functions, gives a weight \(\propto L\,e^{-2L^2/(bx^2)}\). The sum over even \(l\), spaced by 2, is \(\tfrac12\int L\,e^{-2L^2/(bx^2)}dL=bx^2/8\), so the normalized weight is \((8L/bx^2)e^{-2L^2/(bx^2)}\). At fixed radius, the range of angular momenta therefore scales as \(x\sqrt b\); a fraction \(e^{-2}\), about 14 per cent, of the weight lies beyond \(L=x\sqrt b\).

The radius is not fixed, however. The solid angle of the caps falls as \(1/x^2\) and cancels the volume factor \(x^2\), leaving the radial density \(g^2\propto x^{2/\lambda}e^{-2\lambda x}\). Therefore
\[
w_l\propto L\int x^{2/\lambda-2}e^{-f(x)}dx,\qquad f=2\lambda x+\frac{2L^2}{bx^2}.
\]
High waves are costly near the nucleus and the density is small far away. The compromise is \(f'=2\lambda-4L^2/(bx^3)=0\):
\[
x_*^3=\frac{2L^2}{b\lambda},\qquad f(x_*)=2\lambda x_*+\lambda x_*=3\lambda x_* .
\]
The second derivative, \(f''=12L^2/(bx_*^4)=6\lambda/x_*\), makes the width of the integral proportional to \(\sqrt{x_*}\). With \(x_*\propto L^{2/3}\),
\[
w_l\propto L^p\exp\Big[-3\Big(\frac{2\lambda^2L^2}{b}\Big)^{1/3}\Big],\qquad
p=1+\frac23\Big(\frac2\lambda-\frac32\Big).
\]
This is leading asymptotics. It needs \(\lambda x_*\gg1\) and \(bx_*^2\gg1\), and its use of \(\lambda^2=-2\varepsilon\) needs small \(\zeta\).

For hydrogen at \(b=100\), \(\lambda=2.753\) and \(p=0.484\). From \(l=16\) to \(l=26\), \(L\) goes from 16.5 to 26.5 and the exponent from 10.37 to 14.22. The predicted change of \(\ln w_l\) is
\[
0.484\ln\frac{26.5}{16.5}-(14.22-10.37)=0.23-3.85=-3.62 .
\]
The 44-channel calculation gives \(-3.67\), where \(w_l\) sums the two values of \(j\) belonging to \(l\). Weights this far out converge more slowly than the energy, and a nonrelativistic calculation carried to \(l=64\) gives \(-3.64\). At \(b=10\), from \(l=8\) to 14, the law gives \(-4.36\) and the calculation \(-4.41\).

## Choosing the number of channels

If the exponential must reach a small number \(\eta\), then
\[
L\simeq\frac{\sqrt b}{\sqrt2\,\lambda}\Big(\frac{\ln(1/\eta)}3\Big)^{3/2}.
\]
The natural unit for \(K\) is \(\sqrt b/\lambda\), the longitudinal decay length \(1/\lambda\) divided by the transverse length \(1/\sqrt b\). The following hydrogen results use up to 10, 18, 28 and 44 channels for the four fields. The last two columns give the smallest \(K\) with an error below \(10^{-4}\) hartree, relative to the largest calculation.

| \(b\) | \(\varepsilon\) | \(\kappa=-1\) weight | \(K\) | \(K\lambda/\sqrt b\) |
|---|---:|---:|---:|---:|
| 0.1 | −0.5475 | 0.99999 | 1 | 3.3 |
| 1 | −0.8312 | 0.993 | 5 | 6.4 |
| 10 | −1.7478 | 0.902 | 14 | 8.3 |
| 100 | −3.7898 | 0.691 | 37 | 10.2 |

At \(b=100\) the error still falls from \(2.4\times10^{-3}\) at \(K=25\) to \(1.5\times10^{-4}\) at \(K=35\). The rate slows as \(K\) grows. Measured against the nonrelativistic limit carried to \(l=96\), an angular error of \(1.7\times10^{-5}\) remains at \(K=44\) and \(9.6\times10^{-5}\) at \(K=37\), so the threshold of 37 holds, but narrowly. The 44-channel energy, \(-3.78977\), lies \(2.6\times10^{-5}\) above the fully converged \(-3.78980\).

Nothing abrupt happens at \(b=1\). Below it, one channel is already good to \(5\times10^{-6}\) at \(b=0.1\). Above it, \(K\) grows somewhat faster than \(\sqrt b/\lambda\): from \(b=10\) to 100 that unit grows by a factor of 2.15 and \(K\) by a factor of 2.6. The energy carried by the missing waves suggests why. The ratio of the error to \(w\) grows with \(K\) and with \(b\). Near the thresholds it is about 20 hartree at \(b=10\), \(K=13\), and about 270 hartree at \(b=100\), \(K=37\), so a fixed energy tolerance demands a smaller missing weight in the stronger field. The leading weight is a poor guide to convergence: at \(b=100\) the \(\kappa=-1\) wave still holds 69 per cent of the upper density.

Channels also work in pairs. At \(b=1\), adding \(\kappa=2\) lowers the error from \(7.3\times10^{-3}\) to \(5.2\times10^{-3}\), and adding \(\kappa=-3\) then brings it to \(2.5\times10^{-4}\). Both have \(l=2\). The first alone is three fifths spin up, since \(d^2=\tfrac35\) for \(l=2\), \(m=-\tfrac12\); the two together can form the pure spin-down wave that the lowest Landau level requires. The step that completes a pair gains more than the step that opens one, so odd \(K\) is the more economical choice. The advantage is large for the first pair at \(b=1\) and modest for high waves in a strong field: at \(b=100\) the errors for \(K=19,20,21\) are \(1.3\times10^{-2}\), \(1.1\times10^{-2}\) and \(7.4\times10^{-3}\).

## A heavier nucleus

At fixed \(b\), a nonrelativistic energy would scale exactly as \(Z^2\). Hydrogen-like niobium, \(Z=41\) and \(\zeta=0.299\), shows the departure. Relative to hydrogen, \(\varepsilon\) changes by \(-0.0105\), \(-0.0076\), \(-0.0062\) and \(+0.0157\) at the four fields. The sign reverses between \(b=10\) and \(b=100\).

To first order in \(\zeta^2\), \(W-\tfrac12\simeq-\tfrac14\zeta^2(\varepsilon+1/x)\), so
\[
\delta\varepsilon=-\frac{\zeta^2}4\int\Big(\varepsilon+\frac1x\Big)|DP|^2dx .
\]
At \(b=0\), \(DP=-P\), \(\varepsilon=-\tfrac12\) and \(\langle1/x\rangle=1\), which gives \(-\zeta^2/8\). The sign turns when the mean of \(1/x\), weighted by \(|DP|^2\), drops below \(|\varepsilon|\).

This must happen in the leading-logarithmic limit, \(\lambda\gg1\). In the lowest Landau level \(|DP|^2\) becomes \(g'^2\). Beyond the transverse length \(\rho_0\sim b^{-1/2}\), \(g''\simeq-2g/z\) gives \(g'\simeq-2u\,g(0)\) with \(u=\ln(z/\rho_0)\), until \(u=\lambda/2\), where the decay \(e^{-\lambda z}\) takes over. On one side of the nucleus,
\[
\int\frac{g'^2}{z}dz\simeq g(0)^2\int_0^{\lambda/2}4u^2du=\frac{\lambda^3}6g(0)^2,\qquad
\int g'^2dz\simeq\frac\lambda2g(0)^2 .
\]
The mean of \(1/z\) is \(\lambda^2/3\), less than \(|\varepsilon|=\lambda^2/2\), and \(\delta\varepsilon\) is positive. At \(b=100\), \(\lambda\) is too small for this limit to give the size of the shift.

At \(b=1\), hydrogen has \(B=2.35\times10^5\) T and \(E=-0.831\) hartree, or \(-22.6\) eV. Niobium has \(B=3.95\times10^8\) T and \(E=41^2\times(-0.83879)=-1410\) hartree, or \(-38.4\) keV. These are energies of the stated Dirac model. For hydrogen the omitted anomalous moment, at its leading value \(1/(2\pi c)\), would shift the level by about \(-b/(4\pi c)=-6\times10^{-4}\) hartree at \(b=1\), more than the relativistic correction itself. For niobium at \(b=100\), \(B/c^2=\zeta^2b\simeq9\), and a constant anomalous moment is no longer a justified description of the radiative effects.
